# Why Initial-State Bond-Counting Barriers Satisfy Detailed Balance

**Q.** In a growth simulation, an adatom is given a hop barrier that counts the bonds it has before it moves. The rule never looks at the site where it will land. Detailed balance compares the energies of both ends, so how can such a rule know about equilibrium?

**A.** Let us fix the model first. Atoms of one kind sit on a square lattice, at most one per site. Their number $N$ is fixed. The energy is

$$H=-J\,B,$$

where $B$ is the number of occupied nearest-neighbour pairs and $J$ is the energy of one bond. The binding of an isolated atom to the substrate is the same on every site, so it is a constant at fixed $N$ and is dropped. Zero energy then means $N$ isolated adatoms.

An atom on site $i$ may hop to an empty neighbouring site $j$ at the rate

$$k_{\rm f}=\nu\,e^{-\beta E_{\rm f}},\qquad E_{\rm f}=E_0+Jn_i,\qquad \beta=\frac{1}{k_{\rm B}T}.$$

Here $n_i$ is the number of occupied neighbours of the atom before the hop, $E_0$ is the barrier of an isolated atom, and $\nu$ is one attempt frequency for all hops. The reverse hop is in the event list too and follows the same rule from its own initial state, so $E_{\rm r}=E_0+Jn_j$.

The count $n_j$ needs care. It is taken when the atom is on $j$ and $i$ is empty, so the moving atom is never counted as its own neighbour.

**Q.** Then show me the energy difference between the ends. A hop can break some bonds and make others, and neighbouring atoms change their own counts as well.

**A.** Remove the moving atom and call the remaining configuration $R$, with energy $H_R$. It is identical before and after the hop. Every pair in the full configuration either lies within $R$ or contains the moving atom, and the latter pairs number $n_i$ before and $n_j$ after. Hence

$$H=H_R-Jn_i,\qquad H'=H_R-Jn_j,$$

and subtraction gives

$$H'-H=J(n_i-n_j).$$

The changed counts of the neighbours are included: each bond is one pair, counted once. Now subtract the two barriers:

$$E_{\rm f}-E_{\rm r}=(E_0+Jn_i)-(E_0+Jn_j)=J(n_i-n_j)=H'-H.$$

With the common prefactor, the rates obey

$$\frac{k_{\rm f}}{k_{\rm r}}=e^{-\beta(E_{\rm f}-E_{\rm r})}=e^{-\beta(H'-H)}.$$

For the canonical weight $\pi=e^{-\beta H}/Z$, this is $\pi k_{\rm f}=\pi' k_{\rm r}$, which is detailed balance. The forward rate alone does not contain the final energy. That information enters through the reverse rate.

**Q.** The algebra works, but it looks like an accident of subtraction. What is the physical reason?

**A.** Look at the absolute energy of the saddle, which is the initial energy plus the barrier. In the two directions it is

$$S_{\rm f}=H+E_{\rm f}=(H_R-Jn_i)+(E_0+Jn_i)=H_R+E_0,$$
$$S_{\rm r}=H'+E_{\rm r}=(H_R-Jn_j)+(E_0+Jn_j)=H_R+E_0.$$

The rule describes an atom that has given up all its lateral bonds at the saddle. What remains is the energy of the other atoms plus $E_0$, and this does not depend on the side from which the atom came.

For arbitrary barriers with a common prefactor, insert $E_{\rm f}=S_{\rm f}-H$ and $E_{\rm r}=S_{\rm r}-H'$:

$$\ln\frac{k_{\rm f}}{k_{\rm r}}=-\beta(E_{\rm f}-E_{\rm r})=-\beta\left[(H'-H)+(S_{\rm f}-S_{\rm r})\right].$$

Detailed balance with $H$ requires the right side to be $-\beta(H'-H)$. It therefore holds if and only if $S_{\rm f}=S_{\rm r}$ for every hop. If the prefactors differ, $\ln(\nu_{\rm f}/\nu_{\rm r})$ is added to the right side, and the condition becomes $S_{\rm f}-S_{\rm r}=k_{\rm B}T\ln(\nu_{\rm f}/\nu_{\rm r})$. Equal saddle energies are then no longer sufficient.

**Q.** Follow one hop with numbers, and choose one in which the atom has neighbours at both ends.

**A.** Take the round values $J=0.20$ eV, $E_0=0.60$ eV, $\nu=10^{13}\ \mathrm{s^{-1}}$ and $T=800$ K, so that $k_{\rm B}T=0.06894$ eV and $\beta J=2.901$. They represent no particular material. Let the atom move from $(3,3)$ to $(4,3)$ while three others stay at $(3,4)$, $(2,3)$ and $(4,4)$.

The three others share one bond, so $H_R=-0.20$ eV. The moving atom has $n_i=2$ and $n_j=1$. Therefore

$$H=-0.20-2(0.20)=-0.60\ \mathrm{eV},\qquad H'=-0.20-0.20=-0.40\ \mathrm{eV}.$$

The barriers are $0.60+0.40=1.00$ eV forward and $0.60+0.20=0.80$ eV in reverse. The saddle energies are $-0.60+1.00=0.40$ eV and $-0.40+0.80=0.40$ eV.

The rates are $5.015\times10^{6}\ \mathrm{s^{-1}}$ forward and $9.125\times10^{7}\ \mathrm{s^{-1}}$ in reverse. Their ratio, 0.05496, equals the Boltzmann factor for the energy increase of 0.20 eV, or $3.204\times10^{-20}$ J. The uphill hop is slower by a factor of about 18 because it starts lower beneath the same saddle.

**Q.** One pair of rates proves little about a surface with many competing hops. Why should the whole network settle into the canonical distribution, and into no other?

**A.** Label configurations by $a,b$ and let $k_{ab}$ be the rate from $a$ to $b$. With $S_{ab}=S_{ba}$, the one-way flux in the canonical distribution is

$$C_{ab}=\pi_a k_{ab}=\frac{e^{-\beta H_a}}{Z}\,\nu e^{-\beta(S_{ab}-H_a)}=\frac{\nu e^{-\beta S_{ab}}}{Z}=C_{ba}.$$

The initial energy cancels: a state of low energy is more populated but has a higher barrier to climb. Now write any distribution as $p_a=\pi_a g_a$. The master equation becomes

$$\dot p_a=\sum_b(p_bk_{ba}-p_ak_{ab})=\sum_b C_{ab}(g_b-g_a).$$

If all $g_a=1$, the right side vanishes, so $\pi$ is stationary. For uniqueness, multiply by $g_a$ and sum over $a$. Exchanging the labels $a$ and $b$ and averaging the two forms of the sum gives

$$\sum_a g_a\dot p_a=\sum_{a,b}C_{ab}\,g_a(g_b-g_a)=-\frac12\sum_{a,b}C_{ab}(g_a-g_b)^2.$$

In a stationary state the left side is zero. Every term on the right has the same sign, so $g_a=g_b$ whenever a hop connects $a$ and $b$. If the hops connect all configurations, $g$ is one constant, and normalization makes it 1. The same identity shows the approach to this state: since $\dot p_a=\pi_a\dot g_a$, its left side is half the time derivative of $\sum_a\pi_ag_a^2$, which therefore keeps falling as long as connected configurations have different $g$. If the network falls into separate parts, each part has its own canonical distribution and the weights between parts are set by the start.

As a test, all 1820 configurations of four atoms on a periodic $4\times4$ lattice were listed, with their 23,296 directed hops. They form one connected network. The stationary distribution was solved from the rates without using any energies. Half the summed absolute difference between its probabilities and the canonical ones is about $2\times10^{-15}$, which is rounding error.

**Q.** On a real surface, nearby atoms may still pull on the hopping atom at the saddle. Would a correction for that destroy the result?

**A.** Not if the correction belongs to the saddle itself. Let it depend on $R$ and on the pair of sites, and be unchanged when $i$ and $j$ are exchanged. It is then added equally to $S_{\rm f}$ and $S_{\rm r}$. For example, let each other atom adjacent to $i$ or $j$ lower the saddle by $s=0.05$ eV:

$$E_{\rm f}=E_0+Jn_i-s(n_i+n_j),\qquad S_{\rm f}=S_{\rm r}=H_R+E_0-s(n_i+n_j).$$

This barrier does look at the final site, yet the equilibrium is the same. The solved stationary distribution again agrees with the canonical one to rounding error. If the same correction were applied in one direction alone, $S_{\rm f}-S_{\rm r}$ would not vanish for hops with another atom adjacent to $i$ or $j$, and balance with $H$ would be lost.

**Q.** If the equilibrium is unchanged, what has the correction done?

**A.** It has changed the speed. Put $h_a=\sqrt{\pi_a}\,g_a$, so that $\dot p_a=\sqrt{\pi_a}\,\dot h_a$. The master equation reads

$$\dot h_a=\sum_b\frac{C_{ab}}{\sqrt{\pi_a}}\left(\frac{h_b}{\sqrt{\pi_b}}-\frac{h_a}{\sqrt{\pi_a}}\right).$$

The matrix acting on $h$ is symmetric, since its off-diagonal elements are $C_{ab}/\sqrt{\pi_a\pi_b}$. Its zero mode is $h_a=\sqrt{\pi_a}$. The slowest nonzero decay rate is therefore the minimum over vectors orthogonal to this mode:

$$\lambda=\min_{\sum_a\pi_ag_a=0}\ \frac{\frac12\sum_{a,b}C_{ab}(g_a-g_b)^2}{\sum_a\pi_ag_a^2}.$$

Lowering saddles raises the fluxes $C_{ab}$ and leaves $\pi$ alone. The quotient cannot fall for any $g$, so $\lambda$ cannot fall.

There is also an upper limit here. On this lattice an atom cannot be adjacent to both $i$ and $j$, so the three other atoms lower a saddle by at most $3s=0.15$ eV. No flux grows by more than $e^{0.15/0.06894}\approx8.8$, and neither does $\lambda$. The computed rate rises from $1.92\times10^7$ to $6.03\times10^7\ \mathrm{s^{-1}}$, a factor of 3.14, within these limits. Equilibrium data alone thus cannot fix the saddle energies.

**Q.** Suppose the bond energy in my barriers is 0.15 eV while the energy function uses 0.20 eV. Does the simulation then have no equilibrium?

**A.** It has one, but not the one you intended. Let the barrier be $E_0+\varepsilon n_i$. Measured with $H$, the saddles are

$$S_{\rm f}=H_R+E_0+(\varepsilon-J)n_i,\qquad S_{\rm r}=H_R+E_0+(\varepsilon-J)n_j,$$

so that

$$S_{\rm f}-S_{\rm r}=(\varepsilon-J)(n_i-n_j).$$

For the hop above this is $(0.15-0.20)(2-1)=-0.05$ eV, in agreement with saddles at 0.30 and 0.35 eV. Balance with $H$ fails. But the rates never contained $J$. Repeat the first argument with $H_\varepsilon=-\varepsilon B$ in place of $H$: the saddles coincide, and the stationary weight is proportional to $e^{\beta\varepsilon B}$.

Since $\beta\varepsilon B=JB/(k_{\rm B}T_{\rm eff})$ with $T_{\rm eff}=TJ/\varepsilon$, the simulated surface has the equilibrium configurations of the intended one at $800\times0.20/0.15\approx1067$ K. In the four-atom system the mean number of bonds drops from 3.53 to 3.20. Half the summed absolute difference between the two distributions is 0.216. In the limit $\varepsilon\to0$ the atoms diffuse with site exclusion alone, and all configurations become equally likely.

**Q.** So perhaps any function of $n_i$ will do, with a suitably redefined energy. I could use one barrier for isolated atoms and one higher barrier for all attached atoms.

**A.** That freedom does not exist. Let the barrier be a general function $f(n_i)$. Suppose that there are positive weights $w_a$, from whatever energy function, with $w_ak_{ab}=w_bk_{ba}$. Then $k_{ab}/k_{ba}=w_b/w_a$. Around a closed loop of configurations each weight appears once above and once below, so the product of forward rates equals the product of reverse rates.

Now choose a loop that tests $f$. A centre atom at $(0,0)$ has $k$ neighbours, which I call leaves: $(1,0)$ and $(0,1)$ for $k=2$, with $(-1,0)$ added for $k=3$. All other nearby sites are empty. Make four hops:

1. The leaf at $(1,0)$ moves to $(2,0)$. Its count goes from 1 to 0.
2. The centre moves to $(0,-1)$. Its count goes from $k-1$ to 0.
3. The leaf returns to $(1,0)$. Its count stays 0, because the centre is absent.
4. The centre returns to $(0,0)$. Its count goes from 0 to $k$.

The initial configuration is restored. The forward barriers are $f(1),f(k-1),f(0),f(0)$ and the corresponding reverse barriers are $f(0),f(0),f(0),f(k)$. With a common $\nu$,

$$\ln\frac{\prod k_{\rm f}}{\prod k_{\rm r}}=-\beta\left[f(1)+f(k-1)+2f(0)-3f(0)-f(k)\right]$$
$$=\beta\left[f(k)-f(k-1)-f(1)+f(0)\right].$$

This must vanish. For $k=2$ it gives $f(2)=2f(1)-f(0)$. For $k=3$ it gives

$$f(3)=f(2)+f(1)-f(0)=3f(1)-2f(0).$$

Both are contained in

$$f(n)=f(0)+n\varepsilon,\qquad \varepsilon=f(1)-f(0),\qquad n=0,1,2,3.$$

An atom with four neighbours has no empty site to hop to, so no further count occurs. We have already seen that a linear $f$ is sufficient. For barriers that depend on $n_i$ alone, with a common prefactor, linearity is thus both necessary and sufficient, provided there are at least four atoms and room for the loops. The loop formula was tested on an $8\times8$ lattice with linear, capped and irregular barriers.

**Q.** What happens if I use my two-barrier rule anyway? Surely the simulation still reaches a steady state.

**A.** It does, but the steady state carries currents. Your rule is $f(0)=E_0$ and $f(1)=f(2)=f(3)=E_0+J$. For both $k=2$ and $k=3$ the loop logarithm is

$$\beta\left[(E_0+J)-(E_0+J)-(E_0+J)+E_0\right]=-\beta J=-2.901.$$

The product of rates in the stated direction is smaller than that in the opposite direction by the factor $e^{-2.901}\approx0.055$.

Suppose that the steady state had no net current between any two configurations. Its probabilities, all positive here, would then be weights satisfying detailed balance, and the loop logarithm would be zero. This is a contradiction, so some currents must flow.

The $k=2$ loop fits on the $4\times4$ lattice, with the fourth atom isolated at $(2,2)$, so the argument applies there. Summed over all connected pairs of configurations, the net flux is 22% of the total two-way flux. For the linear rule the same measure is at rounding level. The mean number of bonds is 2.86 instead of 3.53. No external flux drives this circulation; the rule itself does, and no choice of energy function can remove it.

**Q.** I ran the correct linear rule without rejected moves and averaged the bond number over all events. I found about 2.38, not 3.53. Is detailed balance violated after all?

**A.** Your average has the wrong weights. Such a simulation leaves state $a$ at every event and selects $b$ with probability $k_{ab}/\Gamma_a$, where $\Gamma_a=\sum_bk_{ab}$. Try the visit frequency $q_a\propto\pi_a\Gamma_a$. One event turns it into

$$\sum_a\pi_a\Gamma_a\frac{k_{ab}}{\Gamma_a}=\sum_a\pi_ak_{ab}=\sum_a\pi_bk_{ba}=\pi_b\Gamma_b,$$

where detailed balance was used in the second equality. So the event average weights each state by its canonical probability times its exit rate. Compact clusters are left slowly and are therefore under-represented. The mean residence time in $a$ is $1/\Gamma_a$, and weighting each visit by it restores $\pi_a$.

A run of 400,000 events, after equilibration, gives an event average of $2.3835\pm0.0017$; the exit-rate-weighted canonical mean is 2.3861. The time average is $3.5291\pm0.0029$, against the canonical mean of 3.5343. The uncertainties are one standard error, and both deviations are below two of them. The residence times add up to $6.6\times10^{-4}$ s.

**Q.** Is 3.53 bonds a reasonable number for four atoms?

**A.** Check the two limits. For $\beta J\to0$ all configurations are equally likely. The lattice has 32 nearest-neighbour pairs, and both sites of a given pair are occupied with probability $(4/16)(3/15)=1/20$, so the mean is $32/20=1.6$. At low temperature the mean tends to the largest possible number, which is 4. More is impossible: neighbouring sites belong to opposite sublattices, and four atoms split 2 and 2 can form at most $2\times2$ bonds, while other splits give fewer. The value at 800 K lies nearer the bound limit.

The number belongs to this small lattice. A straight row of four atoms closes on itself through the periodic boundary and has four bonds; on a larger lattice it has three. This alters the averages but not the balance of each hop.

**Q.** Then where must I stop relying on the result during growth?

**A.** Deposition is the first place. If atoms arrive and never desorb, the transition from $N$ to $N+1$ atoms has no reverse. Its one-way flux cannot be balanced at any positive weight of the initial state. The hops keep their correct rate ratios, but the growing surface as a whole is not in detailed balance.

The event list is the second. Removing a slow hop together with its reverse keeps detailed balance, though it may disconnect the network. Removing one direction destroys it.

The third is the barrier itself. The derivation never used the sign of $J$, so it also covers repulsion. But then an atom with three neighbours has the barrier $E_0-3|J|$, which must remain positive if the rate is to describe a thermally activated hop. Cutting such barriers off at a fixed minimum would make $f$ nonlinear, and the loop argument would apply again.

The fourth is the energy function. The step $H'-H=J(n_i-n_j)$ holds for equal nearest-neighbour pair bonds in one layer, with the same substrate binding on every site. If the energy of an atom is not linear in its number of neighbours, as is usual for metals, the energy change of a hop also depends on the counts of the neighbouring atoms. The linear rule then still has an equilibrium, but it is that of the pair model $-\varepsilon B$ and not that of the real energy.

The simulated and numerically solved values quoted here appear, before rounding, in the numerical output below; the remaining numbers follow from the arithmetic shown in the text.

## Calculated quantities

```
bond energy J = 0.20 eV, isolated barrier E0 = 0.60 eV
attempt frequency = 1.0e+13 1/s, temperature = 800 K
kB*T = 0.06894 eV, beta*J = 2.9011
-- single hop --
neighbours: initial 2, final 1
H before = -0.60 eV, after = -0.40 eV
H of remaining atoms = -0.20 eV
energy change = 0.20 eV = 3.2044e-20 J
barrier forward = 1.00 eV, reverse = 0.80 eV
saddle forward = 0.40 eV, reverse = 0.40 eV
rate forward = 5.0151e+06 1/s, reverse = 9.1248e+07 1/s
rate ratio forward/reverse = 0.05496
Boltzmann factor of energy change = 0.05496
mismatched barrier bond energy = 0.15 eV
its saddles: forward 0.30 eV, reverse 0.35 eV
-- four atoms on periodic 4 x 4 lattice --
configurations = 1820, directed hops = 23296
connected components = 1
largest error in log rate ratio = 1.8e-15
distance = half the summed absolute probability difference
matched rule to Gibbs(J): distance = 1.9e-15
saddle shift per adjacent atom = 0.05 eV (lowering)
shifted saddles to Gibbs(J): distance = 9.8e-16
slowest relaxation, matched = 1.9189e+07 1/s
slowest relaxation, shifted = 6.0272e+07 1/s
ratio shifted/matched = 3.141
mismatched rule to Gibbs(0.15 eV): distance = 1.2e-15
mismatched rule to Gibbs(J): distance = 0.2158
mean bonds, matched = 3.5343
mean bonds, mismatched = 3.2005
mean bonds, capped = 2.8551
net/two-way flux, matched = 5.4e-16
net/two-way flux, capped = 0.2237
-- four-hop loop, log of forward/reverse rate product --
linear barrier: largest magnitude = 1.8e-15
capped barrier: k=2 -2.9011, k=3 -2.9011
-- simulated trajectory --
events after equilibration = 400000
simulated time = 6.588e-04 s
time-averaged bonds = 3.5291 +/- 0.0029
Gibbs mean bonds = 3.5343
event-averaged bonds = 2.3835 +/- 0.0017
exit-rate-weighted Gibbs mean = 2.3861
```
